\section*{Off-centre instability of a hexagonal silicon self-interstitial by pseudo-Jahn-Teller mixing}

Take a silicon atom at the hexagonal interstitial site of silicon, with two electronic levels 0.60 eV apart and a fixed set of elastic constants. In the model treated here, two electrons in the lower level make the atom leave the site and settle 0.040 nm away, with an energy gain of 80 meV. If one electron is removed and every other parameter is held fixed, the atom stays at the centre. The elastic constants, the gap and the coupling are the same in both cases, so the difference must lie in how many electrons profit from the displacement.

The site itself comes first. In units of $a/8$, where $a$ is the cubic lattice constant, the diamond lattice consists of the points $4(i,j,k)$ with $i+j+k$ even, and the same points shifted by $(2,2,2)$. The hexagonal site is at $(5,5,5)$. Its nearest neighbours lie at $(-1,-1,3)$, the two permutations of this vector, and the three opposite vectors. They form a puckered ring of six atoms at distance $\sqrt{11}\,a/8=0.2251$ nm for the rough value $a=0.543$ nm. Inversion through the site sends $\mathbf r$ to $(10,10,10)-\mathbf r$. A point $4(i,j,k)$ then becomes $4(2-i,2-j,2-k)+(2,2,2)$, and $6-i-j-k$ is even, so the two sublattices are exchanged and the crystal is unchanged. Enumeration gives twelve symmetry operations in all, the group $D_{3d}$.

Let $Q$ be the displacement of the interstitial along the $[111]$ axis, with the host atoms fixed, and let $H(Q)$ be the electronic Hamiltonian including the repulsion between nuclei. Inversion $I$ turns a displacement $Q$ into $-Q$:
\begin{equation}
I H(Q) I^{-1}=H(-Q).
\end{equation}
Write $H(Q)=H_0+QH_1+\tfrac12Q^2H_2+\dots$ and compare the terms linear in $Q$. This gives $IH_1I^{-1}=-H_1$. For two states of parities $p$ and $p'$, each equal to $\pm1$,
\begin{equation}
\langle p|H_1|p'\rangle=-pp'\,\langle p|H_1|p'\rangle ,
\end{equation}
so the matrix element vanishes when $p=p'$. A state of definite parity therefore feels no linear force off the centre. The same holds for a degenerate level whose members share one parity: the whole matrix of $H_1$ within it is zero. The ordinary Jahn-Teller effect, which is linear in the displacement, may distort the surroundings of such a level, but it cannot start an off-centre motion. An instability can first appear at order $Q^2$. If the stiffness with frozen electrons is positive, as in the model below, it requires mixing with a level of opposite parity.

Opposite parity is necessary but not sufficient. Under an operation $R$ of the group, the axial displacement is multiplied by $\chi_z(R)=\pm1$; this is the representation $a_{2u}$. The number of independent axial couplings between levels with real characters $\chi_1$ and $\chi_2$ is the number of invariants in the triple product,
\begin{equation}
N=\frac1{12}\sum_R\chi_z(R)\chi_1(R)\chi_2(R).
\end{equation}
For an $a_{1g}$ level ($\chi_1=1$) and an $a_{2u}$ level ($\chi_2=\chi_z$), every term is $\chi_z^2=1$, and $N=1$. For $e_u$ and $e_g$, with $\chi_{e_g}=\chi_z\chi_{e_u}$, the sum becomes the average of $\chi_{e_u}^2$, which is 1 for an irreducible representation. For $a_{1g}$ and $e_u$ it is the average of $\chi_z\chi_{e_u}$, which is zero by orthogonality; this pair couples to transverse displacements instead. I take an $a_{1g}$ and an $a_{2u}$ level below, in either order, and assume that the site is stable against transverse displacements. This assignment is a choice of model and not a computed level scheme of silicon.

The curvature of the energy at the centre follows from perturbation theory for a non-degenerate ground state $|0\rangle$ with energy $E_0$. The term $\tfrac12Q^2H_2$ contributes in first order and $QH_1$ in second order, both proportional to $Q^2$:
\begin{equation}
E(Q)=E_0+\frac{Q^2}{2}\langle0|H_2|0\rangle
-Q^2\sum_{m\ne0}\frac{|\langle m|H_1|0\rangle|^2}{E_m-E_0}+\dots
\end{equation}
Two differentiations give
\begin{equation}
E''(0)=\langle0|H_2|0\rangle-2\sum_{m\neq0}\frac{|\langle m|H_1|0\rangle|^2}{E_m-E_0}.
\label{curv}
\end{equation}
The first term is the stiffness felt with the electronic state frozen. No term of the sum is negative, because $E_m>E_0$, so mixing lowers the curvature of a ground state or, if all the matrix elements vanish, leaves it unchanged.

For independent electrons with orbital energies $\varepsilon_i$ and one-electron Hamiltonian $h_0+Qh_1+\tfrac12Q^2h_2$, each doubly filled orbital contributes
\begin{equation}
2\langle i|h_2|i\rangle+4\sum_{j\ne i}\frac{|\langle j|h_1|i\rangle|^2}{\varepsilon_i-\varepsilon_j}.
\end{equation}
If $i$ and $j$ are both filled, the pair appears twice with opposite denominators and cancels. What remains is the mixing of filled with empty orbitals. In a self-consistent mean field, $h$ also changes through the rearranged charge; that response is absent from this formula.

A small cluster shows both terms at work. It has $s$ and $p$ orbitals on the interstitial at $-5$ and 0 eV, and one orbital at $-2$ eV on each ring atom. The hopping amplitudes are $-1.5$ eV from $s$ to ring, $2.0$ eV times the direction cosine from $p$ to ring, both falling as the inverse square of distance, and $-1.5$ eV between bonded ring atoms. With three filled levels the gap is 4.26 eV. The frozen term is 864.7 eV/nm$^2$ and the mixing term $-119.9$ eV/nm$^2$. Finite differences of the total orbital energy give 744.7 eV/nm$^2$, which agrees with their sum to rounding. Mixing softens the axial motion of this cluster but leaves the axial curvature positive. For displacements across the axis the orbital energy falls, so the cluster illustrates the two axial terms and is not a model of a stable site. The force at its centre vanishes; raising the orbitals of the three ring atoms on the positive side by 0.5 eV removes the inversion symmetry and produces a force of $-1.575$ eV/nm.

To follow the atom beyond small $Q$, single out one pair of orbitals, $a$ below and $b$ above, separated by $2\delta$. Measure energies from their midpoint and let $f=\langle a|h_1|b\rangle$, chosen real. Parity forbids linear diagonal terms, so
\begin{equation}
h=\begin{pmatrix}-\delta&fQ\\ fQ&\delta\end{pmatrix}.
\end{equation}
The condition $\det(h-\lambda)=0$ reads $\lambda^2-\delta^2-f^2Q^2=0$, hence
\begin{equation}
\lambda_\pm=\pm s,\qquad s(Q)=\sqrt{\delta^2+f^2Q^2}.
\end{equation}
With $n_-$ electrons in the lower level and $n_+$ in the upper, the electronic energy is $-n_-s+n_+s=-ns$, where $n=n_--n_+$. All other contributions to the curvature, namely the frozen term and the mixing with every other level, are collected in a constant $K_0>0$. The energy is then
\begin{equation}
E(Q)=\tfrac12K_0Q^2-n\sqrt{\delta^2+f^2Q^2}.
\label{energy}
\end{equation}
Two approximations enter here: the coupling is linear in $Q$, and $K_0$ does not depend on $Q$.

For small displacements use $\sqrt{1+x}=1+x/2-x^2/8+\dots$ with $x=f^2Q^2/\delta^2$:
\begin{equation}
E=-n\delta+\frac12\left(K_0-\frac{nf^2}{\delta}\right)Q^2+\frac{nf^4}{8\delta^3}Q^4+\dots
\label{landau}
\end{equation}
The softening agrees with the orbital sum above: one electron and a denominator $2\delta$ give $-2f^2/(2\delta)=-f^2/\delta$. For $n>0$ the centre is unstable when
\begin{equation}
\frac{nf^2}{\delta}>K_0 .
\label{criterion}
\end{equation}
A nearby level helps because $\delta$ is in the denominator, but its proximity has to be weighed against $f$, $n$ and $K_0$.

The first derivative of the full energy settles what happens away from the centre. Since $ds/dQ=f^2Q/s$,
\begin{equation}
\frac{dE}{dQ}=Q\left(K_0-\frac{nf^2}{s}\right).
\end{equation}
As $s$ is smallest at $Q=0$, where it equals $\delta$, the bracket is positive for all $Q\neq0$ if $nf^2/\delta\le K_0$. The centre is then the sole minimum, and no second minimum hides at larger $Q$. If the criterion holds, the bracket vanishes at
\begin{equation}
s_0=\frac{nf^2}{K_0},\qquad
Q_0^2=\frac{s_0^2-\delta^2}{f^2}=\frac{n^2f^2}{K_0^2}-\frac{\delta^2}{f^2}.
\end{equation}
The two minima at $\pm Q_0$ are equivalent by inversion. For the gain $W=E(0)-E(Q_0)$, insert $n=K_0s_0/f^2$:
\begin{align}
W&=n(s_0-\delta)-\frac{K_0}{2f^2}(s_0^2-\delta^2)\nonumber\\
&=\frac{K_0}{f^2}\left[s_0(s_0-\delta)-\tfrac12(s_0-\delta)(s_0+\delta)\right]\nonumber\\
&=\frac{K_0}{2f^2}(s_0-\delta)^2=\frac{(nf^2-K_0\delta)^2}{2K_0f^2}.
\end{align}
The formulas were tested on 40 random parameter sets with $\delta$ from 0.1 to 0.6 eV, $f$ from 5 to 15 eV/nm, $K_0$ from 200 to 800 eV/nm$^2$ and $n=1$ or 2. Numerical minimization of the diagonalized energy found 15 off-centre and 25 centred cases, each agreeing with the formulas to $10^{-4}$ nm and $10^{-6}$ eV.

The opening example has $\delta=0.30$ eV, $f=10$ eV/nm and $K_0=400$ eV/nm$^2$. For $n=2$ the softening is $2\times100/0.30=666.7$ eV/nm$^2$, and the curvature at the centre is $400-666.7=-266.7$ eV/nm$^2$. For $n=1$ the softening is halved and the curvature is $+66.7$ eV/nm$^2$. This is the origin of the different behaviour. A triplet with one electron in each level has $n=0$ and gains nothing from the mixing. A real change of charge would also alter $K_0$, $f$ and $\delta$, so the comparison isolates the effect of occupation and does not predict the charge states of silicon.

With two electrons, $s_0=200/400=0.50$ eV, and
\begin{align}
Q_0&=\frac{\sqrt{0.50^2-0.30^2}}{10}\ \mathrm{nm}=0.040\ \mathrm{nm}=0.756\ \text{bohr},\\
W&=\frac{400}{2\times100}(0.20)^2\ \mathrm{eV}=80\ \mathrm{meV}=0.00294\ \text{hartree}.
\end{align}
The gain is the difference of an electronic gain of 400 meV and an elastic cost of 320 meV. The displacement covers about a third of the 0.1176 nm to the neighbouring tetrahedral site. Three ring distances shrink from 0.2251 to 0.2217 nm and the other three grow to 0.2354 nm.

The orbital changes along with the position. In the lower eigenstate the expectation value of the diagonal part of $h$ is $-\delta^2/s$, because $\partial\lambda_-/\partial\delta=-\delta/s$. If $w$ is the weight of $b$, then $-(1-w)+w=-\delta/s$, so
\begin{equation}
w=\tfrac12\left(1-\frac{\delta}{s}\right).
\end{equation}
At the minimum $w=\tfrac12(1-0.6)=0.2$. An even orbital with a 20\% admixture of an odd one is no longer symmetric about the site. The energy gained by this polarization pays for the elastic distortion.

The level splitting at the minimum is $2s_0=1.0$ eV. It equals the critical gap $2\delta_c=2nf^2/K_0$, above which the centre would have been stable: the atom moves until the splitting has grown to the value at which mixing no longer wins. As $\delta$ approaches $\delta_c=s_0$ from below, $Q_0$ goes continuously to zero. In this regime the quartic expansion (\ref{landau}) is reliable. Its own minimum lies at
\begin{equation}
Q_4^2=\frac{2\delta^3}{nf^4}\left(\frac{nf^2}{\delta}-K_0\right)
=\frac{2\delta^2(s_0-\delta)}{s_0f^2},\qquad
\frac{Q_4^2}{Q_0^2}=\frac{2\delta^2}{s_0(s_0+\delta)},
\end{equation}
and the ratio tends to 1 at threshold. In the example it is 0.45, and the truncated expansion gives 0.027 nm instead of 0.040 nm. In the opposite limit, $\delta\to0$, the energy becomes $\tfrac12K_0Q^2-nf|Q|$. A linear force appears because two levels of opposite parity are now degenerate and the ground state need not have definite parity. The displacement then reaches its largest value for the given $n$, $f$ and $K_0$, namely $nf/K_0=0.050$ nm.

The motion in each well follows from a second derivative. Because $d(Q/s)/dQ=1/s-f^2Q^2/s^3=\delta^2/s^3$,
\begin{equation}
E''(Q_0)=K_0-\frac{nf^2\delta^2}{s_0^3}=K_0\left(1-\frac{\delta^2}{s_0^2}\right).
\end{equation}
This is $400\times0.64=256$ eV/nm$^2$. With the mass $M=28.09$ u of the interstitial alone, the vibrational quantum is 19.5 meV, against 24.4 meV for the bare curvature $K_0$. The zero-point energy of 9.6 meV is well below the barrier, and the tunnelling splitting of the ground level is only about 0.009 $\mu$eV. An electric field of 0.1 MV/cm acting on an assumed effective charge $e$ would offset the wells by 0.8 meV, far more than this splitting, and would localize the atom in one of them at low temperature.

At 300 K the atom crosses the centre by thermal activation. If every crossing counts as a hop, the classical rate out of the left well is the mean one-way speed times the probability density at the barrier:
\begin{equation}
k=\sqrt{\frac{k_BT}{2\pi M}}\,
\frac{e^{-E(0)/k_BT}}{\int_{-\infty}^{0}e^{-E(Q)/k_BT}dQ}
\simeq\frac1{2\pi}\sqrt{\frac{E''(Q_0)}{M}}\;e^{-W/k_BT}.
\end{equation}
The last form replaces the well by a parabola, whose integral is $\sqrt{2\pi k_BT/E''(Q_0)}\,e^{-E(Q_0)/k_BT}$. It gives $2.1\times10^{11}$ s$^{-1}$, and the full integral $2.0\times10^{11}$ s$^{-1}$. The leading tunnelling correction raises the rate by about 2\%, and the quantization of the motion in the wells raises it by about as much again. The atom thus waits some 5 ps on average between hops. Over much longer times its mean position is the centre, although the centre is a maximum of the energy along the axis and the atom spends most of its time near $\pm Q_0$.

These parameters are round values meant for the rough regime of a neutral interstitial in silicon, where first-principles calculations have found off-centre hexagonal structures; 80 meV is not a prediction for the material. The assumption most plainly broken in a real crystal is that of a rigid host with constant stiffness. Suppose a quartic term adds 10\% to the elastic cost at the original $Q_0$. That is 32 meV, a large part of a gain that is itself a small difference, and after relaxation $Q_0$ falls to 0.032 nm and $W$ to 59 meV. A breathing coordinate $S$ of the ring acts the other way. If it changes $\delta$ to $\delta+gS$ and the centred structure is relaxed at $S=0$, the slope at $Q_0$ is $ng(1-\delta/s_0)$, which has the sign of $g$. The ring therefore moves so that $gS<0$, which reduces the level separation $2(\delta+gS)$ that belongs to the centre. The splitting at the displaced minimum stays at $2nf^2/K_0$, because the condition $dE/dQ=0$ does not contain $\delta$ separately. For $g=5$ eV/nm and a stiffness of 800 eV/nm$^2$, $W$ rises to 91 meV.

The interaction between the two electrons matters as much. Let $X$ be the exchange integral of $a$ and $b$, with equal direct Coulomb energies for all configurations. In the basis of both electrons in $a$, the open-shell singlet, and both in $b$, the Hamiltonian is
\begin{equation}
\begin{pmatrix}-2\delta&\sqrt2fQ&X\\ \sqrt2fQ&X&\sqrt2fQ\\ X&\sqrt2fQ&2\delta\end{pmatrix}.
\end{equation}
At $Q=0$ the ground state has energy $-R$ with $R=\sqrt{4\delta^2+X^2}$, and amplitudes $\cos\varphi$ and $-\sin\varphi$ on the outer configurations, where $\sin2\varphi=X/R$. Its squared coupling to the open-shell singlet is $2f^2(\cos\varphi-\sin\varphi)^2=2f^2(1-X/R)$, across a gap $R+X$. By (\ref{curv}) the softening is
\begin{equation}
\frac{4f^2}{R}\,\frac{R-X}{R+X},
\end{equation}
which reduces to $2f^2/\delta$ at $X=0$ and decreases as $X$ grows. A trial value $X=50$ meV lowers $W$ to 48 meV and $Q_0$ to 0.037 nm. At $X=0.10$ eV only 19 meV remain, and the softening falls to $K_0$ at $X=0.146$ eV, beyond which the curvature at the centre is positive even with two electrons. The value of $X$ for the real defect is not computed here. By comparison, the nonadiabatic shift of the ground level is small, about 0.06 meV.

The bands set a further limit. If the pair is centred in a gap of roughly 1.1 eV, the splitting of 1.0 eV leaves about 50 meV between each level and the nearest band edge, twice the thermal energy at 300 K. Band states should then join the mixing, and the occupation $n=2$ depends on the Fermi level; neither effect is contained in (\ref{energy}). For the trial strengths used here, each taken alone, the off-centre minimum survives while its depth ranges from 48 to 91 meV. Stiffening and exchange acting together leave 33 meV, and an exchange integral three times the trial value removes the instability. The remaining values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Symmetry operations at the site: 12; nearest atoms: 6
Axial mode in a1g*a2u, eu*eg: 1, 1
Axial mode in a1g*eu, eu*eu: 0, 0
Cluster filled levels: 3; gap: 4.258 eV
Cluster frozen-orbital curvature: 864.7 eV/nm^2
Cluster mixing curvature: -119.9 eV/nm^2
Cluster direct total curvature: 744.7 eV/nm^2
Cluster force with inversion below 1e-6 eV/nm: True
Cluster force without inversion: -1.575 eV/nm
Random cases off-centre, centred: 15, 25
Input gap 2*delta: 0.60 eV; half-gap delta: 0.30 eV
Input coupling f: 10.0 eV/nm; bare curvature K0: 400 eV/nm^2
Input occupation difference n: 2; mass: 28.09 u
Input lattice constant (rough): 0.543 nm
Softening n f^2/delta: 666.7 eV/nm^2
Centre curvature, n=2: -266.7 eV/nm^2
Centre curvature, n=1 at same K0: 66.7 eV/nm^2
Critical gap: 1.000 eV
Off-centre displacement Q0: 0.0400 nm = 0.756 bohr
Energy gain: 80.00 meV = 0.002940 hartree
Elastic cost at Q0: 320.0 meV
Electronic gain at Q0: 400.0 meV
Level splitting at Q0: 1.000 eV
Q0 from quartic truncation: 0.0268 nm
Hexagonal-to-tetrahedral distance: 0.1176 nm
Ring distance at centre: 0.2251 nm
Ring distances at Q0, three near / three far: 0.2217 / 0.2354 nm
Well curvature: 256.0 eV/nm^2
Vibrational quanta, bare / well: 24.40 / 19.52 meV
Barrier-top quantum (imaginary mode): 19.92 meV
Temperature: 300 K; thermal energy: 25.85 meV
Hopping rate, harmonic: 2.138e+11 1/s
Hopping rate, full classical integral: 2.028e+11 1/s
Wigner tunnelling factor at 300 K: 1.0247
Zero-point energy in the wells: 9.64 meV
Ground tunnelling splitting: 0.00865 micro-eV
Nonadiabatic ground-level shift: 0.0595 meV
Trial host stiffening at Q0: 10 % of elastic cost
With stiffening: Q0 0.0324 nm, gain 59.40 meV
Trial breathing coupling: 5.0 eV/nm; stiffness: 800 eV/nm^2
With breathing: Q0 0.0420 nm, gain 91.43 meV
Breathing coordinate at minimum: -0.00571 nm
Trial exchange integral: 50 meV
With exchange: Q0 0.0372 nm, gain 48.18 meV
Trial field: 0.1 MV/cm; well offset for charge e: 0.80 meV
Band gap (rough): 1.1 eV; edge margin if centred: 50 meV
\end{verbatim}
